**Subthreshold share of nuclear stopping**

For $d\sigma=CE^{-m}T^{-1-m}dT$ with $m<1$, recoils of energy $T$ below the threshold $T_d$ carry the share $(T_d/T_{\max})^{1-m}$ of the nuclear stopping, where $E$ is the ion energy and $T_{\max}$ the greatest recoil energy. The program asserts this against direct quadrature for six exponents and three energy ratios. It also asserts the half-stopping energy, the displacing-recoil cross section and the continuous-slowing path average against quadrature. Its orbit integral is tested on Rutherford scattering, and the impulse law is tested against full scattering for two inverse-power potentials with unequal masses. For 100 keV silver ions in silver, with $m=1/3$ and $T_d=40$ eV, the power law gives a share of 0.54 % at entry and, if the slowing is treated as continuous, 1.5 % over the path. Scattering in the Ziegler-Biersack-Littmark potential gives 0.38 % at entry, and its computed stopping is asserted to agree with the published analytic fit within 10 %. The output also sizes the effects of the exponent, the threshold range, electronic stopping and distant collisions.

## Numerical verification

```python
"""
Result under test: for dsigma = C E^(-m) T^(-1-m) dT, 0 < T <= Tmax, m < 1,
recoils with T < Td carry the share (Td/Tmax)^(1-m) of the nuclear stopping.
E: ion energy; T: recoil energy; Tmax: greatest recoil energy;
Td: displacement threshold; m: exponent; b: impact parameter;
r0: distance of closest approach. Example energies are in eV, lengths in nm.
The scattering tests use classical orbits in a repulsive central potential.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma as gamma_function


def share_formula(m, ratio):
    return ratio ** (1.0 - m)


def moment(m, power, low, high):
    """Integral of T^power T^(-1-m) dT, taken in the variable ln T."""
    def integrand(log_t):
        t = np.exp(log_t)
        return t ** power * t ** (-1.0 - m) * t
    return quad(integrand, np.log(low), np.log(high),
                epsabs=0.0, epsrel=1e-10, limit=300)[0]


def share_quadrature(m, ratio):
    # The omitted part below this cutoff is about exp(-40) of the result.
    low = ratio * np.exp(-40.0 / (1.0 - m))
    below = moment(m, 1, low, ratio)
    return below / (below + moment(m, 1, ratio, 1.0))


# Share of stopping from the definition, including zero and negative m.
for m_test in (-0.5, 0.0, 0.25, 1 / 3, 0.5, 0.8):
    for ratio_test in (4e-4, 0.03, 0.6):
        assert np.isclose(share_quadrature(m_test, ratio_test),
                          share_formula(m_test, ratio_test), rtol=1e-7)

# Classical scattering, parameterized by the distance of closest approach.
nodes, weights = np.polynomial.legendre.leggauss(200)
phi = (nodes + 1.0) * np.pi / 4.0
phi_weights = weights * np.pi / 4.0
sin_phi, cos_phi = np.sin(phi), np.cos(phi)
panel_nodes, panel_weights = np.polynomial.legendre.leggauss(16)


def impact_squared(r0, potential, energy_cm):
    return r0 ** 2 * (1.0 - potential(r0) / energy_cm)


def transfer_ratio(r0, potential, energy_cm):
    """T/Tmax = sin^2(theta/2), from the orbit integral."""
    r0 = np.atleast_1d(np.asarray(r0, dtype=float))
    v0 = potential(r0)[:, None] / energy_cm
    v_path = potential(r0[:, None] / sin_phi) / energy_cm
    radial = cos_phi ** 2 - v_path + sin_phi ** 2 * v0
    integral = np.sum(phi_weights * cos_phi / np.sqrt(radial), axis=1)
    b_over_r0 = np.sqrt(np.maximum(1.0 - v0[:, 0], 0.0))
    theta = np.pi - 2.0 * b_over_r0 * integral
    return np.sin(theta / 2.0) ** 2


def stopping_over_tmax(r_low, r_high, potential, energy_cm):
    """Integral of (T/Tmax) d(pi b^2) between two closest approaches."""
    edges = np.linspace(np.log(r_low), np.log(r_high), 25)
    half = np.diff(edges) / 2.0
    middle = (edges[1:] + edges[:-1]) / 2.0
    log_r = (middle[:, None] + half[:, None] * panel_nodes).ravel()
    w = (half[:, None] * panel_weights).ravel()
    h = 1e-5
    slope = (impact_squared(np.exp(log_r + h), potential, energy_cm)
             - impact_squared(np.exp(log_r - h), potential, energy_cm)) / (2 * h)
    ratio = transfer_ratio(np.exp(log_r), potential, energy_cm)
    return np.pi * np.sum(w * ratio * slope)


def radius_for_transfer(ratio, r_low, r_high, potential, energy_cm):
    return brentq(lambda r: np.log(
        transfer_ratio(r, potential, energy_cm)[0] / ratio), r_low, r_high)


# Rutherford scattering tests the orbit integral.
def coulomb(r):
    return 1.0 / r


for r_test in (1.2, 3.0, 20.0):
    b2 = impact_squared(r_test, coulomb, 1.0)
    assert np.isclose(transfer_ratio(r_test, coulomb, 1.0)[0],
                      1.0 / (1.0 + 4.0 * b2), rtol=1e-6)

# Impulse law and differential cross section, with unequal masses.
m1, m2, ion_energy = 1.0, 3.0, 2.0
gamma_test = 4 * m1 * m2 / (m1 + m2) ** 2
ecm_test = ion_energy * m2 / (m1 + m2)
for s in (2, 3):
    def inverse_power(r, s=s):
        return r ** (-float(s))
    g = s * np.sqrt(np.pi) * gamma_function((s + 1) / 2) / gamma_function(s / 2 + 1)
    a_const = m1 / m2 * g ** 2 / 4
    radii = np.array([39.96, 40.0, 40.04])
    b2 = impact_squared(radii, inverse_power, ecm_test)
    recoil = gamma_test * ion_energy * transfer_ratio(radii, inverse_power, ecm_test)
    assert np.isclose(recoil[1], a_const / (ion_energy * b2[1] ** s), rtol=0.01)
    differential = -np.pi * (b2[2] - b2[0]) / (recoil[2] - recoil[0])
    m_s = 1.0 / s
    predicted = (np.pi * m_s * a_const ** m_s * ion_energy ** (-m_s)
                 * recoil[1] ** (-1 - m_s))
    assert np.isclose(differential, predicted, rtol=0.02)

# Example inputs: rough material values and chosen implantation energy.
z_ag, mass_u, lattice_nm = 47, 107.87, 0.409
energy, threshold, m = 100e3, 40.0, 1 / 3
temperature = 300.0
tmax = energy  # equal masses
xi = threshold / tmax
share = share_formula(m, xi)
density = 4.0 / lattice_nm ** 3
half_energy = tmax * 2.0 ** (-1.0 / (1.0 - m))
assert np.isclose(share_quadrature(m, half_energy / tmax), 0.5, rtol=1e-7)

# Full inverse-cube scattering tests the small-transfer exponent and
# sizes the error made by extending the small-angle law to hard collisions.
def inverse_cube(r):
    return r ** -3.0


cube_total = stopping_over_tmax(1.0, 200.0, inverse_cube, 1.0)
cube_shares = []
for ratio in (xi, 1e-4, 1e-6):
    r_cut = radius_for_transfer(ratio, 1.1, 100.0, inverse_cube, 1.0)
    cube_shares.append(stopping_over_tmax(r_cut, 200.0, inverse_cube, 1.0)
                       / cube_total)
cube_exponent = np.log(cube_shares[1] / cube_shares[2]) / np.log(100.0)
assert abs(cube_exponent - 2 / 3) < 0.01

# Ziegler-Biersack-Littmark universal potential for two silver atoms.
coulomb_ev_nm = const.e / (4 * np.pi * const.epsilon_0) * 1e9
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
screening = 0.8854 * bohr_nm / (2 * z_ag ** 0.23)
energy_cm = energy / 2


def zbl(r):
    x = r / screening
    screen = (0.18175 * np.exp(-3.19980 * x) + 0.50986 * np.exp(-0.94229 * x)
              + 0.28022 * np.exp(-0.40290 * x) + 0.02817 * np.exp(-0.20162 * x))
    return z_ag ** 2 * coulomb_ev_nm / r * screen


r_head_on = brentq(lambda r: zbl(r) - energy_cm, 1e-5, 0.5)
r_far = 1.0
r_threshold = radius_for_transfer(xi, 1.1 * r_head_on, 0.5, zbl, energy_cm)
b_threshold = np.sqrt(impact_squared(r_threshold, zbl, energy_cm))
zbl_hard = stopping_over_tmax(r_head_on, r_threshold, zbl, energy_cm)
zbl_soft = stopping_over_tmax(r_threshold, r_far, zbl, energy_cm)
nuclear = tmax * (zbl_hard + zbl_soft)  # eV nm^2
zbl_share = zbl_soft / (zbl_hard + zbl_soft)
effective_m = 1 - np.log(zbl_share) / np.log(xi)
eps = screening * energy_cm / (z_ag ** 2 * coulomb_ev_nm)
reduced_fit = np.log(1 + 1.1383 * eps) / (
    2 * (eps + 0.01321 * eps ** 0.21226 + 0.19593 * eps ** 0.5))
nuclear_fit = np.pi * screening ** 2 * tmax / eps * reduced_fit
# The published fit is itself only good to several percent.
assert np.isclose(nuclear, nuclear_fit, rtol=0.10)
assert 1 / 3 < zbl_share / share < 3

# Number of displacing recoils, with C fixed by the ZBL stopping.
sigma_displace = (1 - m) / m * nuclear / tmax * (xi ** (-m) - 1)
low_cut = np.exp(-40.0 / (1 - m))
sigma_numeric = (nuclear / tmax * moment(m, 0, xi, 1.0)
                 / moment(m, 1, low_cut, 1.0))
assert np.isclose(sigma_displace, sigma_numeric, rtol=1e-7)

# Whole slowing-down path, with nuclear loss only.
path_share = xi + (xi ** (1 - m) - xi) / m
path_numeric = xi + quad(
    lambda log_e: np.exp(log_e) * share_quadrature(m, xi / np.exp(log_e)),
    np.log(xi), 0.0, epsabs=1e-10, epsrel=1e-7)[0]
assert np.isclose(path_share, path_numeric, rtol=1e-5)

# At m = 1 the share depends on a cutoff and tends to one.
cutoffs = (1e-8, 1e-16, 1e-80)
limit_shares = [moment(1.0, 1, cut, xi) / moment(1.0, 1, cut, 1.0)
                for cut in cutoffs]
for cut, value in zip(cutoffs, limit_shares):
    assert np.isclose(value, np.log(xi / cut) / np.log(1 / cut), rtol=1e-8)
assert limit_shares[0] < limit_shares[1] < limit_shares[2]

# Sizes of neglected effects.
mass_kg = mass_u * const.atomic_mass
speed = np.sqrt(2 * energy * const.e / mass_kg)
bohr_speed = const.alpha * const.c
electronic = (8 * np.pi * bohr_nm * coulomb_ev_nm * z_ag ** (7 / 6) * z_ag
              / (2 * z_ag ** (2 / 3)) ** 1.5 * speed / bohr_speed)
b_atom = density ** (-1 / 3) / np.sqrt(np.pi)
r_atom = brentq(lambda r: impact_squared(r, zbl, energy_cm) - b_atom ** 2,
                r_head_on, r_far)
outer_share = (stopping_over_tmax(r_atom, r_far, zbl, energy_cm)
               / (zbl_hard + zbl_soft))
assert b_threshold < b_atom
thermal_ev = 1.5 * const.k * temperature / const.e
rest_ratio = energy * const.e / (mass_kg * const.c ** 2)

print(f"Ion energy = Tmax: {energy:.0f} eV")
print(f"Silver atomic number: {z_ag}; mass: {mass_u:.2f} u")
print(f"Rough lattice constant: {lattice_nm:.3f} nm")
print(f"Atomic density: {density:.2f} nm^-3")
print(f"Rough displacement threshold Td: {threshold:.0f} eV")
print(f"Exponent m: {m:.4f}; 1-m: {1-m:.4f}")
print(f"Td/Tmax: {xi:.3e}")
print(f"Power-law share below Td: {share:.5f} = {100*share:.3f} %")
print(f"Half-stopping recoil energy: {half_energy:.0f} eV")
print(f"Half-stopping energy / Tmax: {half_energy/tmax:.4f}")
print(f"Whole-path share, nuclear loss only: {100*path_share:.3f} %")
print(f"Whole-path share / entry share: {path_share/share:.3f}")
print(f"Share with m = 1/2: {100*share_formula(0.5, xi):.3f} %")
for td in (25.0, 60.0):
    print(f"Share for Td = {td:.0f} eV: {100*share_formula(m, td/tmax):.3f} %")
for cut, value in zip(cutoffs, limit_shares):
    print(f"m = 1 share, T0/Tmax = {cut:.0e}: {value:.4f}")
print(f"Inverse-cube full-scattering share: {100*cube_shares[0]:.3f} %")
print(f"Inverse-cube share / power-law share: {cube_shares[0]/share:.3f}")
print(f"Inverse-cube small-transfer exponent: {cube_exponent:.4f}")
print(f"ZBL screening length: {screening:.5f} nm")
print(f"ZBL reduced energy: {eps:.4f}")
print(f"ZBL nuclear stopping cross section: {nuclear:.2f} eV nm^2")
print(f"ZBL analytic-fit stopping: {nuclear_fit:.2f} eV nm^2")
print(f"ZBL nuclear stopping power: {density*nuclear:.0f} eV/nm")
print(f"Power-law stopping power below Td: {density*nuclear*share:.2f} eV/nm")
print(f"ZBL share below Td: {100*zbl_share:.3f} %")
print(f"ZBL share / power-law share: {zbl_share/share:.3f}")
print(f"Effective m giving the ZBL share: {effective_m:.4f}")
print(f"Power-law cross section above Td: {sigma_displace:.5f} nm^2")
print(f"Power-law recoils above Td: {density*sigma_displace:.3f} per nm")
print(f"ZBL recoils above Td: {density*np.pi*b_threshold**2:.3f} per nm")
print(f"ZBL impact parameter at Td: {b_threshold:.4f} nm")
print(f"Radius belonging to one atom: {b_atom:.4f} nm")
print(f"ZBL stopping share beyond that radius: {100*outer_share:.4f} %")
print(f"Lindhard-Scharff stopping power: {density*electronic:.0f} eV/nm")
print(f"Electronic / nuclear stopping: {electronic/nuclear:.3f}")
print(f"Power-law subthreshold share of nuclear + electronic loss: "
      f"{100*share*nuclear/(nuclear+electronic):.3f} %")
print(f"Target temperature: {temperature:.0f} K")
print(f"Mean thermal kinetic energy: {thermal_ev:.4f} eV")
print(f"Thermal kinetic energy / Td: {thermal_ev/threshold:.2e}")
print(f"Ion energy / rest energy: {rest_ratio:.2e}")
print("no test failed")
```

Running it gives:

```
Ion energy = Tmax: 100000 eV
Silver atomic number: 47; mass: 107.87 u
Rough lattice constant: 0.409 nm
Atomic density: 58.46 nm^-3
Rough displacement threshold Td: 40 eV
Exponent m: 0.3333; 1-m: 0.6667
Td/Tmax: 4.000e-04
Power-law share below Td: 0.00543 = 0.543 %
Half-stopping recoil energy: 35355 eV
Half-stopping energy / Tmax: 0.3536
Whole-path share, nuclear loss only: 1.549 %
Whole-path share / entry share: 2.853
Share with m = 1/2: 2.000 %
Share for Td = 25 eV: 0.397 %
Share for Td = 60 eV: 0.711 %
m = 1 share, T0/Tmax = 1e-08: 0.5753
m = 1 share, T0/Tmax = 1e-16: 0.7876
m = 1 share, T0/Tmax = 1e-80: 0.9575
Inverse-cube full-scattering share: 0.422 %
Inverse-cube share / power-law share: 0.777
Inverse-cube small-transfer exponent: 0.6672
ZBL screening length: 0.00966 nm
ZBL reduced energy: 0.1519
ZBL nuclear stopping cross section: 64.98 eV nm^2
ZBL analytic-fit stopping: 64.95 eV nm^2
ZBL nuclear stopping power: 3799 eV/nm
Power-law stopping power below Td: 20.63 eV/nm
ZBL share below Td: 0.382 %
ZBL share / power-law share: 0.703
Effective m giving the ZBL share: 0.2883
Power-law cross section above Td: 0.01634 nm^2
Power-law recoils above Td: 0.955 per nm
ZBL recoils above Td: 0.955 per nm
ZBL impact parameter at Td: 0.0721 nm
Radius belonging to one atom: 0.1454 nm
ZBL stopping share beyond that radius: 0.0036 %
Lindhard-Scharff stopping power: 683 eV/nm
Electronic / nuclear stopping: 0.180
Power-law subthreshold share of nuclear + electronic loss: 0.460 %
Target temperature: 300 K
Mean thermal kinetic energy: 0.0388 eV
Thermal kinetic energy / Td: 9.69e-04
Ion energy / rest energy: 9.95e-07
no test failed
```
